# The in-plane A2′ nitrogen pi orbital of planar tris(imido) complexes

A planar tris(imido) fragment M(NR)₃ has the metal M at the origin and nitrogen atoms in the \(xy\) plane at the azimuths \(\varphi_k=0^\circ,120^\circ,240^\circ\), all at distance \(d\). The M–N–R units are linear, and the groups R are such that the whole fragment has \(D_{3h}\) symmetry. Each nitrogen has two p orbitals perpendicular to its M–N axis:

- \(t_k\) lies in the plane, along \(\mathbf t_k=(-\sin\varphi_k,\cos\varphi_k,0)\), so the three point in the same sense around the ring;
- \(z_k\) points along \(+z\).

The orbitals are real and normalized. The treatment is a mean-field one without spin–orbit coupling, for a closed shell whose density has the full symmetry of the fragment. The algebra is in atomic units; energies are given in eV and distances in angstrom.

## (a) Which symmetry species do the nitrogen orbitals span?

**Solution.** An operation contributes to the character only through orbitals that stay on their own atom. Take the classes in the order \(E,\,2C_3,\,3C_2',\,\sigma_h,\,2S_3,\,3\sigma_v\).

For the \(t_k\), the identity gives 3. The operations \(C_3\) and \(S_3\) move every nitrogen and give 0. The axis \(C_2'\) through N₁ is the \(x\) axis; it keeps N₁ in place and reverses \(t_1\), which points along \(y\), so it gives \(-1\). The plane \(\sigma_h\) leaves all three unchanged and gives 3. The vertical mirror through N₁ sends \(y\to-y\) and gives \(-1\). Hence

\[
\chi_t=(3,0,-1,3,0,-1).
\]

The species \(A_2'\) has characters \((1,1,-1,1,1,-1)\). It occurs

\[
n=\tfrac1{12}\left[3+0+3(-1)(-1)+3+0+3(-1)(-1)\right]=1
\]

time. Subtracting it leaves \((2,-1,0,2,-1,0)\), which is \(E'\). The same counting for the other orbitals gives

\[
\begin{aligned}
\chi_z&=(3,0,-1,-3,0,1)=A_2''+E'',\\
\chi_\sigma&=(3,0,1,3,0,1)=A_1'+E',
\end{aligned}
\]

where \(\sigma\) denotes orbitals pointing along M–N.

The \(A_2'\) function is the sum with equal coefficients,

\[
a_2'=N\,(t_1+t_2+t_3).
\]

Indeed \(C_3\) permutes the terms cyclically, \(\sigma_h\) leaves each unchanged, and the mirror \(y\to-y\) sends \(t_1\to-t_1\), \(t_2\to-t_3\), \(t_3\to-t_2\), which reverses the sum. The orbital is a closed circulation of p lobes around the metal.

## (b) Which metal s, p and d functions have this symmetry?

**Solution.** A partner must be unchanged by \(C_3\) and \(\sigma_h\) and must change sign under \(\sigma_v\).

- The s function is totally symmetric, \(A_1'\).
- The function \(p_z\) is odd under \(\sigma_h\) and even under \(\sigma_v\): \(A_2''\). The pair \((p_x,p_y)\) is \(E'\).
- The function \(d_{z^2}\) is \(A_1'\), the pair \((d_{x^2-y^2},d_{xy})\) is \(E'\), and the pair \((d_{xz},d_{yz})\) is \(E''\).

No \(A_2'\) function appears, so the metal has no s, p or d partner for this orbital. The next part proves the same statement from the integrals and shows where the cancellation comes from.

## (c) Prove the absence of coupling directly, for any radial function

**Solution.** Let \(f_m=g(r,\theta)\,e^{im\varphi}\) be a metal function with arbitrary \(g\), and let \(\hat C_k\) be the rotation about \(z\) that carries \(t_1\) into \(t_k\). The Fock operator \(\hat F\) commutes with \(\hat C_k\), because the nuclear frame and the density are unchanged by it. Moving the rotation to the right-hand function gives

\[
\langle t_k|\hat F|f_m\rangle
=\langle \hat C_k t_1|\hat F|f_m\rangle
=\langle t_1|\hat F|\hat C_k^{-1}f_m\rangle
=e^{im\varphi_k}\langle t_1|\hat F|f_m\rangle .
\]

The last step holds because the inverse rotation replaces \(\varphi\) by \(\varphi+\varphi_k\) in \(f_m\). Summing over the three atoms,

\[
\langle a_2'|\hat F|f_m\rangle
=N\left(1+e^{2\pi im/3}+e^{4\pi im/3}\right)\langle t_1|\hat F|f_m\rangle .
\]

The bracket is a geometric sum. It equals 3 if \(m\) is a multiple of 3, and 0 otherwise.

For s, p and d functions \(|m|\le2\), so \(m=0\) is the one case left. The function \(f_0\) does not depend on \(\varphi\) and is even under \(y\to-y\). The orbital \(t_1\) is odd, and \(\hat F\) commutes with this mirror. Therefore

\[
\langle t_1|\hat F|f_0\rangle=-\langle t_1|\hat F|f_0\rangle=0 .
\]

Replacing \(\hat F\) by the identity gives the same result for the overlap. In the secular problem \((F-\varepsilon S)c=0\), both the energy and the overlap elements between \(a_2'\) and every metal s, p and d function vanish. The same holds for any other ligand function of \(A_2'\) symmetry, so there is no indirect route through the ligands either.

Two mechanisms are at work. For s, \(p_z\) and \(d_{z^2}\), each nitrogen separately gives zero. For \(p_y\) and \(d_{xy}\), the single contributions are nonzero and cancel in the sum.

## (d) Compare the E′ partner with the first allowed metal function

**Solution.** Write the metal functions that are odd in \(y\) as \(h_m=g\sin m\varphi\), with \(m=1\) for \(p_y\) and \(m=2\) for \(d_{xy}\). In the frame of atom \(k\), where \(\varphi=\varphi'+\varphi_k\),

\[
\sin m\varphi=\sin m\varphi'\cos m\varphi_k+\cos m\varphi'\sin m\varphi_k .
\]

The second term is even under the local mirror and does not overlap with \(t_k\). With \(s_m=\langle t_1|h_m\rangle\), this leaves

\[
\langle t_k|h_m\rangle=s_m\cos m\varphi_k .
\]

For both \(p_y\) and \(d_{xy}\) the three factors are \(1,-\tfrac12,-\tfrac12\), which add to zero in \(a_2'\).

The \(E'\) combination odd in \(y\) is \(e'=\sqrt{2/3}\,\sum_k\cos\varphi_k\,t_k\). Its prefactor follows from \(\sum_k\cos^2\varphi_k=\tfrac32\), with ligand–ligand overlap left out of the normalization. For \(p_y\) the required sum is again \(\tfrac32\). For \(d_{xy}\) it is

\[
\sum_k\cos\varphi_k\cos2\varphi_k=1+\tfrac14+\tfrac14=\tfrac32 .
\]

Both group overlaps are therefore \(\sqrt{2/3}\cdot\tfrac32\,s_m=\sqrt{3/2}\,s_m\).

For a general shell \(l\), an \(A_2'\) function needs \(m=3,6,\dots\) with \(m\le l\), by the threefold axis. It needs \(l-m\) even, because reflection in the plane multiplies the function by \((-1)^{l+m}\). It needs the sine form, because the vertical mirror must reverse it. The first case is \(l=m=3\), with

\[
r^3\sin^3\theta\,\sin3\varphi=\operatorname{Im}(x+iy)^3=y(3x^2-y^2).
\]

All three factors \(\cos3\varphi_k\) are now 1. With \(N=1/\sqrt3\), the group overlap is \((1/\sqrt3)\cdot3s_3=\sqrt3\,s_3\).

A model with round parameters shows the sizes. Take \(d=1.75\) angstrom and single Gaussians with exponents 0.30 on the metal and 0.25 on nitrogen, in bohr⁻². One \(t_k\) overlaps with \(p_y\), \(d_{xy}\) and the f function by 0.223, 0.367 and 0.370. The \(E'\) group overlaps are

\[
\sqrt{3/2}\times0.2228=0.273,\qquad \sqrt{3/2}\times0.3668=0.449 ,
\]

and the \(A_2'\) overlap with f is \(\sqrt3\times0.3699=0.641\). Direct quadrature of the sums gives the same values, and at most \(2\times10^{-16}\) for \(a_2'\) with any s, p or d function. For \(p_y\) and \(d_{xy}\) the missing interaction is thus a cancellation between sizeable terms. The large f overlap belongs to the chosen exponent, and a compact f shell would overlap less.

## (e) Is the orbital nonbonding in every respect?

**Solution.** It has no s, p or d interaction with the metal, but the nitrogens also interact with each other. The unit vector from N₁ to N₂ is \(\mathbf u=(-\tfrac{\sqrt3}2,\tfrac12,0)\), and the in-plane perpendicular is \(\mathbf n=(\tfrac12,\tfrac{\sqrt3}2,0)\). With \(\mathbf t_1=(0,1,0)\) and \(\mathbf t_2=(-\tfrac{\sqrt3}2,-\tfrac12,0)\),

\[
\mathbf t_1=\tfrac12\mathbf u+\tfrac{\sqrt3}2\mathbf n,\qquad
\mathbf t_2=\tfrac12\mathbf u-\tfrac{\sqrt3}2\mathbf n .
\]

Let \(S_\sigma\) and \(S_\pi\) be the overlaps of two parallel p orbitals along and across the N–N line. Mixed terms vanish by reflection in the plane that contains this line and \(z\). Hence

\[
S_t=\langle t_1|t_2\rangle=\tfrac14\left(S_\sigma-3S_\pi\right).
\]

For Gaussians of exponent \(\zeta\) at distance \(R\), the product of the exponentials is \(e^{-\zeta R^2/2}e^{-2\zeta r^2}\) about the midpoint. The weight \(e^{-2\zeta r^2}\) has \(\langle x^2\rangle=\langle y^2\rangle=1/(4\zeta)\). The polynomial factors are \(x^2-R^2/4\) along the line and \(y^2\) across it. Dividing by the value at \(R=0\), which is \(1/(4\zeta)\), gives

\[
S_\sigma=(1-\zeta R^2)e^{-\zeta R^2/2},\qquad S_\pi=e^{-\zeta R^2/2}.
\]

Beyond \(R=1/\sqrt\zeta\) the first is negative, since lobes of opposite sign face each other. Here \(R=\sqrt3\,d\), and the model gives

\[
S_t=\tfrac14(-0.1192-3\times0.0166)=-0.042 .
\]

The norm of the sum is \(\langle\sum t|\sum t\rangle=3+6S_t\), so \(N=[3(1+2S_t)]^{-1/2}\). With \(a=\langle t_1|\hat F|t_1\rangle\) and \(b=\langle t_1|\hat F|t_2\rangle\), the energy in this three-orbital model is

\[
\varepsilon(a_2')=\frac{a+2b}{1+2S_t},\qquad
\varepsilon(a_2')-a=\frac{2(b-aS_t)}{1+2S_t}.
\]

If the coupling follows the usual estimate \(b=KaS_t\) with \(K>1\), then \(b-aS_t=(K-1)aS_t\). This is positive because \(a\) and \(S_t\) are both negative. Within this estimate the orbital is N–N antibonding and lies above a single nitrogen p level.

## (f) What survives when the fragment is distorted?

**Solution.** First let the metal rise out of the nitrogen plane, with the M–N–R units kept linear. The symmetry falls to \(C_{3v}\), and \(A_2'\) becomes \(A_2\). The proof in (c) used the threefold axis and a vertical mirror, and both remain. There is still no s, p or d partner. What changes is the condition from \(\sigma_h\), which is lost: an f function stays allowed, and one g function (\(l=4\), \(m=3\)) is now allowed too.

Next let the three R groups bend within the plane, all in the same sense. The threefold axis and \(\sigma_h\) remain, but the vertical mirrors are lost. The group is \(C_{3h}\), and \(A_2'\) becomes \(A'\), the species of s and \(d_{z^2}\). Mixing with these two is allowed. The function \(p_z\) is excluded by \(\sigma_h\), and the remaining p and d functions by the threefold axis.

The direct overlap of \(t_1\) with s or \(d_{z^2}\) is still zero after the bend, because these functions themselves keep the local mirror. The coupling enters through \(\hat F\), which has lost the mirror, and through the nitrogen s, nitrogen radial p and R functions that now mix with \(t_k\).

If the threefold axis itself is lost, as when one imido group is replaced by an amide, the cancellation in (d) is no longer imposed. Coupling to \(p_y\) or \(d_{xy}\) can then appear.

## (g) What does this do to the electron count?

**Solution.** The nine metal s, p and d functions span \(2A_1'+2E'+A_2''+E''\). The nitrogen donor orbitals other than \(a_2'\) span

\[
(A_1'+E')+E'+(A_2''+E'')=A_1'+2E'+A_2''+E'' ,
\]

which is eight functions. Each has a metal partner, and one metal \(A_1'\) function is left over for a metal-based pair.

Counting each imido ligand as a dianion that gives six electrons, a d² complex has \(2+3\times6=20\) electrons. Two of them occupy \(a_2'\), which has no place among the nine metal functions. The count at the metal is 18. For a d⁰ complex the same argument turns 18 into 16. This is formal bookkeeping by symmetry; it does not state how much charge sits on the metal.

## (h) How do these statements appear in a computed molecule?

Take Os(NH)₃ as a d² model, with Os–N 1.75 and N–H 1.02 angstrom imposed. The level of theory is PBE0 with the def2-SVP basis, a scalar-relativistic core potential on osmium, and osmium f functions from def2-TZVPP. Metal shares are Löwdin populations.

**Solution.** There are 13 occupied valence pairs. Three are assigned to N–H bonds, which leaves 20 electrons. One pair is \(a_2'\), which leaves 18, as in (g).

The \(a_2'\) level lies at −7.24 eV, and its osmium s, p and d share is zero to rounding. An \(a_1'\) level with 21% s and 71% d character, the metal-based pair, lies within 0.01 eV of it. This gap is too small for the calculation to decide which of the two is the highest occupied level. The numbers in this part are not converged with respect to the basis. With def2-TZVP and the same osmium f functions, \(a_2'\) moves to −7.31 eV and \(a_1'\) to −7.27 eV, so the order reverses; the s share of \(a_1'\) falls to 16% and the f share of \(a_2'\) from 9.9% to 9.1%. Of the shifts below, 3.28 eV becomes 3.07 eV, 0.17 eV becomes 0.12 eV, and 0.77 eV becomes 1.03 eV. Shares should therefore be read to a few points and shifts to about a quarter of an eV or a third of their size; the zeros fixed by symmetry do not depend on the basis.

Deleting osmium functions while the Fock matrix is held fixed separates the interactions:

- Without osmium s, p and d functions, \(a_2'\) does not move, whereas the occupied \(e''\) pi level rises by 3.28 eV, from −10.35 to −7.08 eV.
- Without osmium f functions, \(a_2'\) rises by 0.17 eV, to −7.07 eV.
- With the functions of a single NH unit alone, the in-plane p level lies at about −7.84 eV. This is 0.77 eV below the −7.07 eV that the combination of three units has without osmium functions. The combination of three units is thus raised, in the direction found in (e). Not all of the difference is an N–N effect: the single-unit function overlaps the osmium 5p semicore orbitals, which lowers it, whereas \(a_2'\) cannot. With the single-unit functions made orthogonal to the osmium 5s and 5p orbitals, the level lies at −7.58 eV and the difference is 0.51 eV.

In this fixed field the raising of \(a_2'\) is several times the f effect. The ratio is about 3 to 5 in this basis and 5 to 8 with def2-TZVP, the lower figure in each case belonging to the orthogonalized reference.

The f share of \(a_2'\) is 9.9%, which looks large beside a shift of 0.17 eV. A Löwdin share, however, divides overlap density between centres even when there is no bonding. For a pure ligand function with overlap \(S\) to one f function, the share assigned to f is the square of the off-diagonal element of the square root of the overlap matrix:

\[
w_f=\tfrac14\left(\sqrt{1+S}-\sqrt{1-S}\right)^2 .
\]

The Gaussian model of (d), with the normalization of (e), has \(S=0.641/\sqrt{1-0.084}=0.67\) and gives \(w_f=0.13\) with no f coefficient at all. Its exponents are not those of the molecule, but it shows that a share of this size is no proof of f bonding. In the basis of the molecule itself, the \(a_2'\) orbital obtained without any osmium function is already assigned an f share of 6.9%.

Two distortions were computed with bond lengths held fixed. Tilting the linear Os–N–H units by 15° out of the plane costs 0.98 eV and leaves the s, p and d share at zero to rounding, as (f) requires. Bending the N–H bonds by 20° in the plane gives the former \(a_2'\) orbital 6.6% s and 27.8% d character, with a p share of zero to numerical accuracy. So much mixing is plausible because the \(a_1'\) level is almost degenerate with \(a_2'\), and both become \(A'\). Both are occupied, however, and a rotation between two filled orbitals changes neither the density nor the energy. The large share is therefore not by itself a measure of new bonding.

The bent frame comes out 0.06 eV below the linear one. This difference is small and was obtained with a coarse integration grid and a small basis. It suggests, but does not establish, that the linear \(D_{3h}\) geometry is not the minimum for this model with NH groups at the imposed bond lengths. The calculation does not identify a cause, and a relaxed structure was not sought.

Planar osmium complexes with three bulky arylimido ligands are known, with Os–N distances of roughly 1.7 angstrom, so the chosen distance is realistic. Their substituents are far larger than hydrogen, and the result carries over to the extent that they preserve the threefold axis and the vertical mirrors. A tert-butyl group, for example, can be turned so that the vertical mirrors survive, or so that the molecular plane survives instead; in the second case mixing with s and \(d_{z^2}\) is allowed. The 20° bend of the NH model has the same symmetry and changed the orbital composition by tens of per cent, but symmetry does not fix the size of the mixing, and it was not computed for a tert-butyl group.

Spin–orbit coupling is a further limit for a heavy metal. The operator \(\hat l_z\) itself transforms as \(A_2'\), so symmetry permits it to couple \(a_2'\) with the nearby \(a_1'\) level. However, \(\hat l_z\) gives zero on the osmium s and \(d_{z^2}\) functions that make up most of \(a_1'\), so the osmium contribution to this coupling is small in spite of the small gap. The components \(\hat l_x\) and \(\hat l_y\) transform as \(E''\) and can mix \(a_2'\) with the \(e''\) levels, which contain metal d functions. With spin–orbit coupling the absence of d character is therefore no longer exact. The size of this mixing was not computed. The full set of levels and shares is in the numerical output below.

## Computed results

```
A2' functions in tangential N set: 1
A2' functions in metal shells l=0..6: [0, 0, 0, 1, 0, 1, 1]
A2 in C3v, metal shells l=0..6: [0, 0, 0, 1, 1, 1, 2]
A' in C3h, metal shells l=0..2: [1, 0, 1]
Model exponents: metal 0.30, N 0.25 bohr^-2
One t with p_y, d_xy, f: 0.2228, 0.3668, 0.3699
e' sum with p_y, d_xy: 0.2728, 0.4492
a2' sum, largest |overlap| with s,p,d: 2.2e-16
a2' sum with f y(3x2-y2): 0.6406
N-N overlaps S_sig, S_pi, S_t: -0.1192, 0.0166, -0.0422
Os(NH)3: Os-N 1.75, N-H 1.02 angstrom; 96 functions
Level, energy (eV), Os s/p/d/f share (%):
  A1'   -22.727   11.43   0.00   6.67   3.05  occ
  E'    -22.038    0.00   6.99  11.21   0.79  occ
  A1'   -14.874    6.88   0.00  11.67   1.10  occ
  E'    -14.440    0.00   1.65  33.60   0.28  occ
  E''   -10.352    0.00   0.00  55.33   1.10  occ
  E'     -9.059    0.00  10.70  10.47   0.79  occ
  A2''   -7.770    0.00  13.68   0.00   2.84  occ
  A1'    -7.241   20.83   0.00  71.31   0.01  occ
  A2'    -7.236    0.00   0.00   0.00   9.90  occ
  E''    -2.092    0.00   0.00  46.63   2.70  empty
a2' Os s+p+d share: 6.4e-19 %
a2' Os f share: 9.899 %
Occupied valence pairs: 13, of which N-H bonds: 3
Electrons at the metal without a2': 18
Fixed Fock matrix, level shifts (eV):
  a2' on deleting Os s,p,d: 4.2e-14 (size)
  e'' on deleting Os s,p,d: 3.275
  a2' on deleting Os f: 0.1684
  a2' of three NH minus one NH: 0.771
pyramidal: energy above planar 0.976 eV
in-plane bend: energy above planar -0.062 eV
Angles: lift 15 deg, N-H bend 20 deg
Pyramidal, Os s+p+d share of a2: 1.0e-12 %
Bent, Os s, p, d share of a': 6.623, 2.5e-07, 27.755 %
```
